# Field-angle scaling and the upper critical field of a uniaxial superconductor: a program that tests the result

```python
"""Field-angle scaling in anisotropic Ginzburg-Landau (GL) theory.

Result under test: for a uniaxial superconductor in a uniform induction B at
angle theta from the c axis, the GL free energy density is that of an isotropic
superconductor at induction eps_theta*B, where
    eps_theta^2 = cos(theta)^2 + eps^2 sin(theta)^2,  eps = xi_c/xi_ab,
and therefore B_c2(theta) = Phi0/(2 pi xi_ab^2 eps_theta).
Units inside the tests: length xi_ab, induction Phi0/(2 pi xi_ab^2),
energy density alpha^2/beta (uniform zero-field state: -1/2).
kappa = lambda_ab/xi_ab; psi is the order parameter, D = grad + i a.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize

PHI0 = physical_constants["mag. flux quantum"][0]


def eps_theta(theta, eps):
    return np.sqrt(np.cos(theta)**2 + eps**2*np.sin(theta)**2)


# ---- Symbolic test of the coordinate mapping on explicit fields ----
x, y, z, e = sp.symbols("x y z e", positive=True)


def curl(a):
    return [sp.diff(a[2], y) - sp.diff(a[1], z),
            sp.diff(a[0], z) - sp.diff(a[2], x),
            sp.diff(a[1], x) - sp.diff(a[0], y)]


def covariant(psi, a):
    return [sp.diff(psi, q) + sp.I*a_q*psi for q, a_q in zip((x, y, z), a)]


a_lab = [y*z**2 + x, x*z + y**2, x**2*y + z*y]
psi_lab = 1 + x*y + sp.I*z**2 + z*x
to_scaled = {z: e*z}       # here z on the right is the scaled coordinate
a_scaled = [a_lab[0].subs(to_scaled), a_lab[1].subs(to_scaled),
            e*a_lab[2].subs(to_scaled)]
psi_scaled = psi_lab.subs(to_scaled)
for factor, b_lab, b_new in zip((e, e, 1), curl(a_lab), curl(a_scaled)):
    assert sp.expand(factor*b_lab.subs(to_scaled) - b_new) == 0
for factor, d_lab, d_new in zip((1, 1, e), covariant(psi_lab, a_lab),
                                covariant(psi_scaled, a_scaled)):
    assert sp.expand(factor*d_lab.subs(to_scaled) - d_new) == 0

# ---- Linear problem: diagonalize the original anisotropic operator ----
# u = x cos(theta) - z sin(theta); k is the wave number along the field.
n_grid, step = 121, 0.1
u_grid = step*(np.arange(n_grid) - n_grid//2)
diff_index = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff_index == 0, 1, diff_index)
sign = np.where(diff_index % 2 == 0, 1.0, -1.0)
first = np.where(diff_index == 0, 0.0, sign/(safe*step))
P1 = -1j*first
P2 = np.where(diff_index == 0, np.pi**2/(3*step**2),
              2*sign/(safe*step)**2)
IDENTITY = np.eye(n_grid)


def lowest_eigenvalue(b, theta, eps, k=0.0):
    c, s = np.cos(theta), np.sin(theta)
    px_squared = c*c*P2 + 2*c*s*k*P1 + s*s*k*k*IDENTITY
    pz_squared = s*s*P2 - 2*c*s*k*P1 + c*c*k*k*IDENTITY
    operator = px_squared + eps**2*pz_squared + np.diag((b*u_grid)**2)
    return eigvalsh(operator, subset_by_index=[0, 0])[0]


def direct_critical_field(theta, eps):
    return brentq(lambda b: lowest_eigenvalue(b, theta, eps) - 1, 0.5, 8,
                  xtol=1e-11)


xi_ab, gamma, kappa = 10e-9, 5.0, 50.0
eps_ex = 1/gamma
field_unit = PHI0/(2*np.pi*xi_ab**2)
angles = [0, 30, 60, 80, 85, 90]
table = []
for degrees in angles:
    theta = np.radians(degrees)
    direct = field_unit*direct_critical_field(theta, eps_ex)
    formula = field_unit/eps_theta(theta, eps_ex)
    assert abs(direct/formula - 1) < 1e-6
    table.append((degrees, eps_theta(theta, eps_ex), formula, direct))
xi_c = eps_ex*xi_ab
assert abs(table[-1][3]/(PHI0/(2*np.pi*xi_ab*xi_c)) - 1) < 1e-6

theta60 = np.radians(60)
k_test = 0.5
k_cost = (lowest_eigenvalue(2.0, theta60, eps_ex, k_test)
          - lowest_eigenvalue(2.0, theta60, eps_ex))
k_formula = (eps_ex*k_test/eps_theta(theta60, eps_ex))**2
assert abs(k_cost - k_formula) < 1e-6

# Elevation from the ab plane where B_c2 has dropped to 1/sqrt(2) of its peak
b_half = direct_critical_field(np.pi/2, eps_ex)/np.sqrt(2)
half_direct = np.degrees(brentq(
    lambda phi: lowest_eigenvalue(b_half, np.pi/2 - phi, eps_ex) - 1,
    np.radians(1), np.radians(45)))
half_formula = np.degrees(np.arcsin(eps_ex/np.sqrt(1 - eps_ex**2)))
assert abs(half_direct - half_formula) < 1e-4


# ---- Nonlinear problem: minimize the GL energy on a 3D crystal-axis grid ----
def minimize_gl(b, theta, eps, lengths, shape, seed):
    """Return energy density and kappa^2 times the screening energy gain.

    The box is periodic up to gauge phases; a = (0, b(x cos - z sin), 0).
    """
    c, s = np.cos(theta), np.sin(theta)
    h = np.array(lengths)/np.array(shape)
    gx, gy, gz = np.meshgrid(*[np.arange(n)*d for n, d in zip(shape, h)],
                             indexing="ij")
    links = [np.ones(shape, complex) for _ in range(3)]
    links[0][-1] = np.exp(-1j*b*c*lengths[0]*gy[-1])
    links[1] = np.exp(1j*b*(gx*c - gz*s)*h[1])
    links[2][:, :, -1] = np.exp(1j*b*s*lengths[2]*gy[:, :, -1])
    weights = (1.0, 1.0, eps**2)
    sites = int(np.prod(shape))

    def energy_and_gradient(v):
        psi = (v[:sites] + 1j*v[sites:]).reshape(shape)
        density = np.abs(psi)**2
        energy = np.sum(-density + density**2/2)
        grad = (density - 1)*psi
        for axis in range(3):
            d = links[axis]*np.roll(psi, -1, axis) - psi
            w = weights[axis]/h[axis]**2
            energy += w*np.sum(np.abs(d)**2)
            grad = grad + w*(np.roll(links[axis].conj()*d, 1, axis) - d)
        return energy, 2*np.concatenate([grad.real.ravel(),
                                         grad.imag.ravel()])

    start = 0.3*np.random.default_rng(seed).standard_normal(2*sites)
    best = minimize(energy_and_gradient, start, jac=True, method="L-BFGS-B",
                    options=dict(maxiter=2500, maxfun=3000, maxcor=20,
                                 ftol=1e-15, gtol=1e-5))
    psi = (best.x[:sites] + 1j*best.x[sites:]).reshape(shape)
    waves = np.meshgrid(*[2*np.sin(np.pi*np.fft.fftfreq(n))/d
                          for n, d in zip(shape, h)], indexing="ij")
    k_squared = sum(w**2 for w in waves)
    nonzero = k_squared > 1e-12
    gain = 0.0
    for axis in range(3):
        current = 2*weights[axis]/h[axis]*np.imag(
            psi.conj()*links[axis]*np.roll(psi, -1, axis))
        j_k = np.fft.fftn(current)/sites
        gain += np.sum(np.abs(j_k[nonzero])**2/(4*k_squared[nonzero]))
    return best.fun/sites, gain


b_scaled, eps_test = 0.5, 0.5
n_u, n_y = 16, 24
# Two flux quanta in a centred rectangle with sides 1 : sqrt(3) (triangular)
side = np.sqrt(4*np.pi/(np.sqrt(3)*b_scaled))
f_iso, gain_iso = minimize_gl(b_scaled, 0.0, 1.0,
                              (side, np.sqrt(3)*side, 1.0), (n_u, n_y, 1), 1)


def tilted_energy(theta, compressed, seed):
    """Tilted field; the vortex cell is triangular in scaled or real space."""
    b = b_scaled/eps_theta(theta, eps_test)
    if compressed:
        period, length_y = side*eps_theta(theta, eps_test), np.sqrt(3)*side
    else:
        period = np.sqrt(4*np.pi/(np.sqrt(3)*b))
        length_y = np.sqrt(3)*period
    box = (period/np.cos(theta), length_y, period/np.sin(theta))
    return (b,) + minimize_gl(b, theta, eps_test, box, (n_u, n_y, n_u), seed)


tilted = []
for degrees, seed in ((60, 2), (70, 3)):
    b_lab, f_lab, gain_lab = tilted_energy(np.radians(degrees), True, seed)
    assert abs(f_lab/f_iso - 1) < 1e-4
    tilted.append((degrees, b_lab, f_lab, gain_lab/abs(f_lab)))
_, f_uncompressed, _ = tilted_energy(theta60, False, 4)
assert f_uncompressed > tilted[0][2] + 5e-4

# Triangular-lattice sum and the energy near the upper critical field
beta_a = sum(np.exp(-2*np.pi/np.sqrt(3)*(m*m + m*n + n*n))
             for m in range(-8, 9) for n in range(-8, 9))
f_near = -(1 - b_scaled)**2/(2*beta_a)
# 3 percent: finite grid and neglected higher Landau levels
assert abs(f_iso/f_near - 1) < 0.03
ratio_iso = gain_iso/abs(f_iso)
assert 0 < ratio_iso < 0.2
assert all(0 < row[3] < 0.2 for row in tilted)

# ---- Printed numbers ----
print("WORKED EXAMPLE (model parameters)")
print(f"xi_ab = {xi_ab*1e9:.1f} nm, xi_c = {xi_c*1e9:.1f} nm")
print(f"gamma = {gamma:.1f}, eps = {eps_ex:.2f}, kappa = {kappa:.0f}")
print(f"flux quantum = {PHI0:.6e} Wb")
print("theta(deg)  eps_theta  B_c2 formula(T)  B_c2 direct(T)")
for row in table:
    print(f"{row[0]:6d}      {row[1]:.5f}    {row[2]:9.4f}       {row[3]:9.4f}")
print(f"half-width elevation, formula = {half_formula:.3f} deg")
print(f"half-width elevation, direct  = {half_direct:.3f} deg")
b_applied = 3.0
e60 = eps_theta(theta60, eps_ex)
angle_scaled = np.degrees(np.arctan(eps_ex*np.tan(theta60)))
print(f"applied induction at 60 deg = {b_applied:.1f} T")
print(f"scaled induction = {e60*b_applied:.4f} T")
print(f"scaled induction / B_c2(0) = {e60*b_applied/field_unit:.4f}")
print(f"scaled field angle = {angle_scaled:.3f} deg")
print("EIGENVALUE COST OF WAVE NUMBER k ALONG B (theta=60 deg, b=2)")
print(f"k = {k_test:.1f}/xi_ab: direct {k_cost:.6f}, formula {k_formula:.6f}")
print("NONLINEAR TEST (energy density in alpha^2/beta)")
print(f"eps = {eps_test:.2f}, scaled field b = {b_scaled:.2f}")
print(f"grid: {n_u} x {n_y} x {n_u} tilted, {n_u} x {n_y} isotropic")
print(f"isotropic energy density = {f_iso:.7f}")
for row in tilted:
    print(f"tilted {row[0]} deg: b = {row[1]:.5f}, energy = {row[2]:.7f}")
print(f"60 deg, uncompressed lattice: energy = {f_uncompressed:.7f}")
print(f"beta_A triangular = {beta_a:.6f}")
print(f"near-B_c2 energy formula = {f_near:.7f}")
print("SCREENING GAIN / |ENERGY| = C/kappa^2")
print(f"C isotropic = {ratio_iso:.4f}")
for row in tilted:
    print(f"C tilted {row[0]} deg = {row[3]:.4f}")
print(f"isotropic correction at kappa={kappa:.0f}: {ratio_iso/kappa**2:.2e}")
print("done: every assertion held")
```

It prints:

```
WORKED EXAMPLE (model parameters)
xi_ab = 10.0 nm, xi_c = 2.0 nm
gamma = 5.0, eps = 0.20, kappa = 50
flux quantum = 2.067834e-15 Wb
theta(deg)  eps_theta  B_c2 formula(T)  B_c2 direct(T)
     0      1.00000       3.2911          3.2911
    30      0.87178       3.7751          3.7751
    60      0.52915       6.2195          6.2195
    80      0.26258      12.5336         12.5336
    85      0.21747      15.1335         15.1335
    90      0.20000      16.4553         16.4553
half-width elevation, formula = 11.778 deg
half-width elevation, direct  = 11.778 deg
applied induction at 60 deg = 3.0 T
scaled induction = 1.5875 T
scaled induction / B_c2(0) = 0.4824
scaled field angle = 19.107 deg
EIGENVALUE COST OF WAVE NUMBER k ALONG B (theta=60 deg, b=2)
k = 0.5/xi_ab: direct 0.035714, formula 0.035714
NONLINEAR TEST (energy density in alpha^2/beta)
eps = 0.50, scaled field b = 0.50
grid: 16 x 24 x 16 tilted, 16 x 24 isotropic
isotropic energy density = -0.1097069
tilted 60 deg: b = 0.75593, energy = -0.1097069
tilted 70 deg: b = 0.86037, energy = -0.1097069
60 deg, uncompressed lattice: energy = -0.1086247
beta_A triangular = 1.159595
near-B_c2 energy formula = -0.1077962
SCREENING GAIN / |ENERGY| = C/kappa^2
C isotropic = 0.0777
C tilted 60 deg = 0.0419
C tilted 70 deg = 0.0317
isotropic correction at kappa=50: 3.11e-05
done: every assertion held
```
